# Contact coupling in the nodal plane: spin polarisation in methyl: a program that tests the result

```python
"""
Result under test: in planar CH3 the singly occupied orbital pi vanishes at all
nuclei, so ROHF gives no contact coupling. Exchange with pi polarises the
closed sigma shells and gives a negative proton coupling, McConnell's Q.
rho_s : spin density (alpha minus beta), M_S = +1/2, in bohr^-3
K_pi  : exchange operator of pi;  lam : scale of its spin-dependent part
A     : isotropic hyperfine constant in A I.S;  Q = A for unit pi spin
eta   : strength of a weak spin-dependent contact field at the protons
sigma / pi : even / odd under reflection in the molecular plane z = 0
Hartree atomic units unless a printed label says otherwise.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
CH = 2.04
TEMPERATURE = 300.0


def uncontracted(name, symbol):
    shells = {(shell[0], row[0]) for shell in gto.load(name, symbol)
              for row in shell[1:]}
    return [[l, [exponent, 1.0]] for l, exponent in sorted(shells)]


def methyl(name):
    angles = 2 * np.pi * np.arange(3) / 3
    atoms = [("C", (0.0, 0.0, 0.0))]
    atoms += [("H", (CH * np.cos(t), CH * np.sin(t), 0.0)) for t in angles]
    basis = {s: uncontracted(name, s) for s in ("C", "H")}
    return gto.M(atom=atoms, unit="Bohr", basis=basis, spin=1, verbose=0)


def at_nuclei(molecule, matrix):
    ao = molecule.eval_gto("GTOval_sph", molecule.atom_coords())
    return np.einsum("ni,ij,nj->n", ao, matrix, ao)


def hydrogen_contact_ratio(name):
    atom = gto.M(atom="H 0 0 0", basis={"H": uncontracted(name, "H")},
                 spin=1, verbose=0)
    h = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
    orbital = eigh(h, atom.intor("int1e_ovlp"))[1][:, 0]
    return np.pi * at_nuclei(atom, np.outer(orbital, orbital))[0]


# Conversion from proton spin density to hyperfine constant
g_e = abs(const.value("electron g factor"))
g_p = const.value("proton g factor")
mu_B = const.value("Bohr magneton")
mu_N = const.value("nuclear magneton")
a0 = const.value("Bohr radius")
joule_per_density = 2 * const.mu_0 / 3 * g_e * mu_B * g_p * mu_N / a0**3
MHz = joule_per_density / const.h / 1e6
mT = joule_per_density / (g_e * mu_B) * 1e3
# Independent atomic-unit evaluation for the 1s density 1/pi
atomic_energy = (2 / 3 * const.fine_structure**2 * g_e * g_p
                 * const.m_e / const.m_p)
atomic_MHz = atomic_energy * const.value("Hartree energy") / const.h / 1e6
assert abs(MHz / np.pi / atomic_MHz - 1) < 1e-7

# ROHF and UHF
mol = methyl("cc-pvdz")
rohf = scf.ROHF(mol)
rohf.conv_tol = 1e-12
rohf.kernel()
dm_rohf = np.array(rohf.make_rdm1())
uhf = scf.UHF(mol)
uhf.conv_tol = 1e-12
uhf.kernel(dm0=dm_rohf.copy())
assert rohf.converged and uhf.converged and uhf.e_tot < rohf.e_tot - 1e-5
dm_uhf = np.array(uhf.make_rdm1())
pi_density = dm_rohf[0] - dm_rohf[1]
spin_uhf = dm_uhf[0] - dm_uhf[1]
rho_rohf = at_nuclei(mol, pi_density)
rho_uhf = at_nuclei(mol, spin_uhf)
assert np.max(np.abs(rho_rohf)) < 1e-8
assert rho_uhf[0] > 0 and np.all(rho_uhf[1:] < 0)
assert np.ptp(rho_uhf[1:]) < 1e-5

# Reflection symmetry and integrated spin
labels = mol.ao_labels(fmt=None)
odd = np.array([label[3] in ("z", "xz", "yz") for label in labels])
e, o = np.where(~odd)[0], np.where(odd)[0]
overlap = mol.intor("int1e_ovlp")
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
assert np.max(np.abs(overlap[np.ix_(e, o)])) < 1e-12
assert np.max(np.abs(hcore[np.ix_(e, o)])) < 1e-10
ee, oo = np.ix_(e, e), np.ix_(o, o)
sigma_spin = np.sum(spin_uhf[ee] * overlap[ee])
pi_spin = np.sum(spin_uhf[oo] * overlap[oo])
assert abs(sigma_spin) < 1e-6 and abs(pi_spin - 1) < 1e-6

# Sigma-space operators, with the ROHF pi orbital held fixed
eri = mol.intor("int2e")
J_pi = np.einsum("ijkl,kl->ij", eri, pi_density)[ee]
K_pi = np.einsum("iklj,kl->ij", eri, pi_density)[ee]
eri_s = eri[np.ix_(e, e, e, e)]
n = len(e)
J_table = np.ascontiguousarray(eri_s.reshape(n * n, n * n))
K_table = np.ascontiguousarray(
    eri_s.transpose(0, 3, 1, 2).reshape(n * n, n * n))
del eri, eri_s
S, h = overlap[ee], hcore[ee]
closed = dm_rohf[1][ee]


def coulomb(P):
    return (J_table @ P.ravel()).reshape(n, n)


def exchange(P):
    return (K_table @ P.ravel()).reshape(n, n)


def lowest_four(F):
    C = eigh(F, S)[1][:, :4]
    return C @ C.T


ao_nuclei = mol.eval_gto("GTOval_sph", mol.atom_coords())
ao_sigma = ao_nuclei[:, e]


def proton_density(P):
    return ao_sigma[1] @ P @ ao_sigma[1]


# Spin-specific Fock elements at the ROHF point
F_mean = h + coulomb(2 * closed) + J_pi - exchange(closed) - K_pi / 2
eps, C = eigh(F_mean, S)
occ, vir = C[:, :4], C[:, 4:]
assert np.max(np.abs(occ @ occ.T - closed)) < 1e-4
# Fock matrices from the SCF package, not from the exchange formula above
F_package = hcore + np.asarray(uhf.get_veff(mol, dm_rohf))
K_ov = occ.T @ K_pi @ vir
for spin, sign in ((0, -1), (1, 1)):
    F_ov = occ.T @ F_package[spin][ee] @ vir
    assert np.max(np.abs(F_ov - sign * K_ov / 2)) < 1e-4
largest_K = np.max(np.abs(K_ov))
assert largest_K > 1e-3


def response(field):
    amplitude = (occ.T @ field @ vir) / (eps[None, 4:] - eps[:4, None])
    half = occ @ amplitude @ vir.T
    return half + half.T


# Uncoupled response against diagonalisation in a small spin field
bare = response(K_pi)
step = 1e-3
direct = (lowest_four(F_mean - step * K_pi / 2)
          - lowest_four(F_mean + step * K_pi / 2)) / step
rho_bare = proton_density(bare)
assert abs(proton_density(direct) / rho_bare - 1) < 1e-4

# Coupled linear response, including exchange of the induced spin density
coupled = bare.copy()
for _ in range(400):
    updated = response(K_pi + exchange(coupled))
    change = np.max(np.abs(updated - coupled))
    coupled = updated
    if change < 1e-10:
        break
assert change < 1e-10
rho_linear = proton_density(coupled)
assert rho_linear < rho_bare < 0


def polarised_shell(lam, start):
    """Nonlinear SCF for sigma electrons in the fixed pi field."""
    Pa, Pb = start
    for _ in range(400):
        common = h + coulomb(Pa + Pb) + J_pi - K_pi / 2
        Na = lowest_four(common - lam * K_pi / 2 - exchange(Pa))
        Nb = lowest_four(common + lam * K_pi / 2 - exchange(Pb))
        error = max(np.max(np.abs(Na - Pa)), np.max(np.abs(Nb - Pb)))
        Pa, Pb = Na, Nb
        if error < 1e-9:
            return Pa, Pb
    raise AssertionError("sigma-shell iteration did not converge")


shells, scaled = (closed, closed), {}
for lam in (0.1, 0.5, 1.0):
    shells = polarised_shell(lam, shells)
    scaled[lam] = proton_density(shells[0] - shells[1])
assert abs(scaled[0.1] / 0.1 / rho_linear - 1) < 2e-3
assert abs(scaled[1.0] / rho_linear - 1) < 0.10   # cubic terms remain
assert abs(scaled[1.0] / rho_uhf[1] - 1) < 0.05   # pi is frozen here
# Removing the spin field must unpolarise an initially polarised shell
released = polarised_shell(0.0, shells)
rho_released = proton_density(released[0] - released[1])
assert abs(rho_released) < 1e-7
assert np.max(np.abs(released[0] - closed)) < 1e-4

# Two-orbital C-H bond: orthogonalised sp2 hybrid and hydrogen 1s
bond = gto.M(atom=[("C", (0, 0, 0)), ("H", (CH, 0, 0))], unit="Bohr",
             basis="sto-3g", spin=1, verbose=0)
pair = np.zeros((6, 2))
pair[1, 0], pair[2, 0], pair[5, 1] = np.sqrt(1 / 3), np.sqrt(2 / 3), 1
w, U = np.linalg.eigh(pair.T @ bond.intor("int1e_ovlp") @ pair)
pair = pair @ (U / np.sqrt(w)) @ U.T
K_bond = pair.T @ bond.intor("int2e")[:, 4, 4, :] @ pair
gap = 1.0
H_bond = np.array([[0, -gap / 2], [-gap / 2, 0]])
va = np.linalg.eigh(H_bond - K_bond / 2)[1][:, 0]
vb = np.linalg.eigh(H_bond + K_bond / 2)[1][:, 0]
population_direct = va[1]**2 - vb[1]**2
population_formula = -(K_bond[0, 0] - K_bond[1, 1]) / (2 * gap)
assert K_bond[0, 0] > K_bond[1, 1]
assert abs(population_direct / population_formula - 1) < 0.02

# Correlated proton spin density as an energy derivative in a contact field
contact = ao_nuclei[1:].T @ ao_nuclei[1:] / 3
eta = 3e-3


def energies_in_field(strength):
    shifted = np.array([hcore + strength * contact,
                        hcore - strength * contact])
    mf = scf.UHF(mol)
    mf.get_hcore = lambda *args, **kwargs: shifted
    mf.conv_tol = 1e-12
    mf.kernel(dm0=dm_uhf.copy())
    solver = cc.UCCSD(mf)
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-6
    solver.max_cycle = 100
    solver.kernel()
    assert mf.converged and solver.converged
    return np.array([mf.e_tot, mf.e_tot + solver.e_corr])


slope = (energies_in_field(eta) - energies_in_field(-eta)) / (2 * eta)
rho_uhf_slope, rho_cc = slope
assert abs(rho_uhf_slope / np.mean(rho_uhf[1:]) - 1) < 1e-3
assert rho_uhf[1] < rho_cc < 0

# Larger basis
large = scf.UHF(methyl("cc-pvtz"))
large.conv_tol = 1e-10
large.kernel()
assert large.converged and large.e_tot < uhf.e_tot
dm_large = np.array(large.make_rdm1())
rho_large = at_nuclei(large.mol, dm_large[0] - dm_large[1])
assert rho_large[1] < 0 and abs(rho_large[1] / rho_uhf[1] - 1) < 0.20

# Paramagnetic contact shift; direct thermal sum at a 10 T field
kT = const.k * TEMPERATURE
shift_per_joule = g_e * mu_B * 0.75 / (3 * kT * g_p * mu_N) * 1e6
field = 10.0
levels = np.array([-0.5, 0.5])
weights = np.exp(-g_e * mu_B * field * levels / kT)
mean_spin = np.sum(levels * weights) / np.sum(weights)
direct_shift = -mean_spin / (g_p * mu_N * field) * 1e6
assert abs(direct_shift / shift_per_joule - 1) < 1e-3
ppm = joule_per_density * shift_per_joule

spin_square = uhf.spin_square()[0]
print(f"C-H distance: {CH:.2f} bohr; basis functions: {mol.nao}")
print(f"ROHF energy: {rohf.e_tot:.6f} hartree")
print(f"UHF energy: {uhf.e_tot:.6f} hartree")
print(f"UHF minus ROHF energy: {uhf.e_tot - rohf.e_tot:.6f} hartree")
print(f"UHF <S^2>: {spin_square:.4f} (pure doublet {0.5 * 1.5:.4f})")
print(f"UHF integrated sigma spin: {abs(sigma_spin):.6f} electrons")
print(f"UHF integrated pi spin: {pi_spin:.6f} electrons")
print(f"ROHF |rho_s| at H: {abs(rho_rohf[1]):.1e} bohr^-3")
print(f"ROHF |rho_s| at C: {abs(rho_rohf[0]):.1e} bohr^-3")
print(f"largest closed-virtual K_pi element: {largest_K:.5f} hartree")
print(f"uncoupled response rho_s at H: {rho_bare:.6f} bohr^-3")
print(f"coupled linear response rho_s at H: {rho_linear:.6f} bohr^-3")
print(f"coupled/uncoupled ratio: {rho_linear / rho_bare:.3f}")
for lam, value in scaled.items():
    print(f"frozen pi, lam={lam:.1f}, rho_s at H: {value:.6f} bohr^-3")
    print(f"  divided by lam: {value / lam:.6f} bohr^-3")
print(f"lam=0 after release, |rho_s| at H: {abs(rho_released):.1e} bohr^-3")
print(f"UHF rho_s at H: {rho_uhf[1]:.6f} bohr^-3")
print(f"UHF rho_s at C: {rho_uhf[0]:.6f} bohr^-3")
print(f"contact field strength eta: {eta:.4f} hartree bohr^3")
print(f"UHF rho_s at H, energy derivative: {rho_uhf_slope:.6f} bohr^-3")
print(f"CCSD rho_s at H, energy derivative: {rho_cc:.6f} bohr^-3")
print(f"UHF/CCSD ratio at H: {rho_uhf[1] / rho_cc:.3f}")
print(f"proton conversion: {MHz:.3f} MHz bohr^3")
print(f"proton conversion: {mT:.3f} mT bohr^3")
print(f"UHF Q: {MHz * rho_uhf[1]:.2f} MHz")
print(f"UHF Q: {mT * rho_uhf[1]:.3f} mT")
print(f"CCSD Q: {MHz * rho_cc:.2f} MHz")
print(f"CCSD Q: {mT * rho_cc:.3f} mT")
print(f"larger-basis functions: {large.mol.nao}")
print(f"larger-basis UHF rho_s at H: {rho_large[1]:.6f} bohr^-3")
print(f"larger-basis UHF Q: {MHz * rho_large[1]:.2f} MHz")
for name in ("cc-pvdz", "cc-pvtz"):
    ratio = hydrogen_contact_ratio(name)
    print(f"free H contact density / exact, uncontracted {name}: {ratio:.4f}")
print(f"model K_hh: {K_bond[0, 0]:.5f} hartree")
print(f"model K_ss: {K_bond[1, 1]:.5f} hartree")
print(f"model gap: {gap:.1f} hartree")
print(f"model H spin, formula: {population_formula:.5f} electrons")
print(f"model H spin, diagonalised: {population_direct:.5f} electrons")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"UHF contact shift: {ppm * rho_uhf[1]:.0f} ppm")
print(f"CCSD contact shift: {ppm * rho_cc:.0f} ppm")
print("all assertions hold")
```

Printed output:

```
C-H distance: 2.04 bohr; basis functions: 47
ROHF energy: -39.562707 hartree
UHF energy: -39.566958 hartree
UHF minus ROHF energy: -0.004251 hartree
UHF <S^2>: 0.7615 (pure doublet 0.7500)
UHF integrated sigma spin: 0.000000 electrons
UHF integrated pi spin: 1.000000 electrons
ROHF |rho_s| at H: 7.7e-30 bohr^-3
ROHF |rho_s| at C: 0.0e+00 bohr^-3
largest closed-virtual K_pi element: 0.06564 hartree
uncoupled response rho_s at H: -0.009005 bohr^-3
coupled linear response rho_s at H: -0.023674 bohr^-3
coupled/uncoupled ratio: 2.629
frozen pi, lam=0.1, rho_s at H: -0.002367 bohr^-3
  divided by lam: -0.023673 bohr^-3
frozen pi, lam=0.5, rho_s at H: -0.011828 bohr^-3
  divided by lam: -0.023656 bohr^-3
frozen pi, lam=1.0, rho_s at H: -0.023600 bohr^-3
  divided by lam: -0.023600 bohr^-3
lam=0 after release, |rho_s| at H: 1.7e-09 bohr^-3
UHF rho_s at H: -0.023758 bohr^-3
UHF rho_s at C: 0.147376 bohr^-3
contact field strength eta: 0.0030 hartree bohr^3
UHF rho_s at H, energy derivative: -0.023759 bohr^-3
CCSD rho_s at H, energy derivative: -0.014876 bohr^-3
UHF/CCSD ratio at H: 1.597
proton conversion: 4469.882 MHz bohr^3
proton conversion: 159.497 mT bohr^3
UHF Q: -106.20 MHz
UHF Q: -3.789 mT
CCSD Q: -66.49 MHz
CCSD Q: -2.373 mT
larger-basis functions: 90
larger-basis UHF rho_s at H: -0.025129 bohr^-3
larger-basis UHF Q: -112.32 MHz
free H contact density / exact, uncontracted cc-pvdz: 0.8443
free H contact density / exact, uncontracted cc-pvtz: 0.9030
model K_hh: 0.07391 hartree
model K_ss: 0.00544 hartree
model gap: 1.0 hartree
model H spin, formula: -0.03423 electrons
model H spin, diagonalised: -0.03421 electrons
temperature: 300 K
UHF contact shift: -2796 ppm
CCSD contact shift: -1750 ppm
all assertions hold
```
